# One conductance quantum does not prove one open channel

**Q:** My silver filament in a resistive switch sits at \(G_0=2e^2/h\), which is 77.48 μS. One quantum of conductance is one perfectly open channel, so the filament ends in a single atom that transmits every electron. What is left to ask?

**A:** Whether the conductance contains that much information. Take non-interacting electrons crossing the contact phase-coherently, with spin degeneracy. Let \(t\) be the matrix of transmission amplitudes from incoming to outgoing modes. The channels are the eigenvectors of \(t^\dagger t\), and their transmissions \(T_n\), between 0 and 1, are its eigenvalues.

In a mode, electron states pass a point at the rate \((dk/2\pi)\,(dE/\hbar\,dk)=dE/h\) per spin. With lead occupations \(f_L,f_R\) and \(\mu_L-\mu_R=eV>0\),

\[
I=\frac{2e}{h}\sum_n\int T_n(f_L-f_R)\,dE=G_0V\sum_nT_n ,
\]

because \(\int(f_L-f_R)\,dE=eV\) and I take \(T_n\) constant over the bias window and its thermally smeared edges. Your measurement says \(\sum_nT_n=1\). That is one equation for several unknowns: \(\{1\}\) solves it, and so do \(\{1/2,1/2\}\) and \(\{2/3,1/6,1/6\}\).

**Q:** Those are numbers on paper. Can a Hamiltonian produce them?

**A:** Yes. Join two chains with hopping \(-\gamma\) by one link of hopping \(-w\gamma\), between sites 0 and 1. With \(E=-2\gamma\cos k\), take

\[
\psi_j=e^{ikj}+re^{-ikj}\ (j\le0),\qquad \psi_j=\tau e^{ikj}\ (j\ge1).
\]

Continue the left solution to site 1. It would satisfy the equation at site 0 with an unaltered link, so its value there must equal \(w\psi_1\). The same argument at site 1 gives the second condition:

\[
e^{ik}+re^{-ik}=w\tau e^{ik},\qquad \tau=w(1+r).
\]

Insert \(r=\tau/w-1\) into the first:

\[
2i\sin k=\tau\left(we^{ik}-\frac{e^{-ik}}{w}\right),\qquad
T=|\tau|^2=\frac{4w^2\sin^2k}{1+w^4-2w^2\cos2k}.
\]

The velocities on both sides are equal, so no further factor appears. At the band centre, \(k=\pi/2\), this is \(T_0=4w^2/(1+w^2)^2\). Its square root gives \(\sqrt{T_0}\,w^2-2w+\sqrt{T_0}=0\), whose root with \(w\le1\) is

\[
w=\frac{1-\sqrt{1-T_0}}{\sqrt{T_0}} .
\]

Two parallel chains with \(w=\sqrt2-1\approx0.4142\) each have \(T_0=1/2\) and together conduct exactly \(G_0\) at the band centre.

**Q:** Then you have two separate wires. In my filament the atoms are coupled, and I could look at how much current each atom carries.

**A:** Coupling does not remove the freedom. Replace \(w\) by a matrix \(W=U\,\mathrm{diag}(w_n)\,V^{T}\), with \(U,V\) orthogonal. Rotate every layer on the left by \(U\) and every layer on the right by \(V\). The identical chains keep their form, since their hopping is proportional to the unit matrix, and the link becomes diagonal. The \(T_n\) are therefore unchanged although all the chains are mixed.

Atom-by-atom probabilities can mislead in the opposite direction. For one fully open channel mixed over three chains, the probabilities of arriving in the three right-hand chains are 0.438, 0.013 and 0.550. They look like partial channels, yet \(t^\dagger t\) has the eigenvalues 1, 0, 0.

**Q:** If the mean current cannot tell these cases apart, what can?

**A:** Its fluctuations. Consider one attempt in one channel. A net transfer of \(+1\) electron has probability \(Tf_L(1-f_R)\), and \(-1\) has \(Tf_R(1-f_L)\). If both incoming states are filled, the Pauli principle forces both outgoing states to be filled, and nothing is transferred. The variance, mean square minus squared mean, is

\[
v=T[f_L(1-f_R)+f_R(1-f_L)]-T^2(f_L-f_R)^2 .
\]

The bracket equals \(f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2\), as multiplying out shows. Hence

\[
v=T[f_L(1-f_L)+f_R(1-f_R)]+T(1-T)(f_L-f_R)^2 .
\]

The first part is thermal agitation in the leads. The second is partition noise: it vanishes if an electron is certain to pass or certain to return.

**Q:** How does that become a noise I can measure at finite temperature?

**A:** Two integrals are needed; here \(T\) without a subscript is still the transmission, and I write \(\theta\) for temperature. Since \(f(1-f)=-k\theta\,df/dE\), we have \(\int f(1-f)\,dE=k\theta\). For the other, the Fermi functions obey

\[
\frac{f_L(1-f_R)}{f_R(1-f_L)}=e^{eV/k\theta},\qquad
f_L(1-f_R)-f_R(1-f_L)=f_L-f_R .
\]

Solving for the two products and adding them gives

\[
f_L(1-f_R)+f_R(1-f_L)=(f_L-f_R)\coth x,\qquad x=\frac{eV}{2k\theta}.
\]

Integrate, and subtract the two thermal terms:

\[
\int(f_L-f_R)^2dE=eV\coth x-2k\theta .
\]

So \(\int v\,dE=2k\theta\,T^2+eV\coth x\;T(1-T)\). At frequencies far below \(eV/h\) and \(k\theta/h\), the attempts count as independent. The one-sided spectral density is twice the variance rate of the charge, and spin gives another factor 2, so the prefactor is \(4e^2/h=2G_0\):

\[
S(V)=G_0\left[4k\theta\sum_nT_n^2+2eV\coth x\sum_nT_n(1-T_n)\right].
\]

For \(V\to0\), \(eV\coth x\to2k\theta\), and \(S(0)=4k\theta\,G_0\sum_nT_n=4k\theta\,G\). Equilibrium noise repeats the conductance and says nothing new. Subtract it, using \(4k\theta=2eV/x\):

\[
S(V)-S(0)=2eI\,F\left(\coth x-\frac1x\right),\qquad
F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}.
\]

For \(x\gg1\) the bracket tends to 1. For \(x\ll1\) it is about \(x/3\), and the signal fades.

**Q:** Give me numbers for my filament.

**A:** Read it at 8 mV and 4.2 K. The current is \(77.48\ \mu\mathrm S\times8\ \mathrm{mV}=620\) nA, \(x=11.05\), and the bracket is 0.9095. The thermal noise is \(1.797\times10^{-26}\) A²/Hz, and \(2eI=1.986\times10^{-25}\) A²/Hz. For \(\{1/2,1/2\}\), \(F=1/2\) and

\[
S=(0.1797+0.5\times0.9095\times1.986)\times10^{-25}
=1.083\times10^{-25}\ \mathrm{A^2/Hz}.
\]

At the same conductance, bias and temperature:

| \(T_n\) | \(F\) | \(S\) (\(10^{-26}\) A²/Hz) |
|---|---:|---:|
| 1 | 0 | 1.80 |
| 0.9, 0.1 | 0.18 | 5.05 |
| 1/2, 1/2 | 0.50 | 10.83 |
| 2/3, 1/6, 1/6 | 0.50 | 10.83 |
| 1/3, 1/3, 1/3 | 0.667 | 13.84 |

**Q:** The third and fourth rows agree. So noise does not give me the channels either?

**A:** Not the full list. It gives one more equation, \(\sum_nT_n^2=(1-F)\sum_nT_n\), and that supports definite conclusions. Because \(\sum_nT_n^2\le T_{\max}\sum_nT_n\),

\[
T_{\max}\ge1-F
\]

at any conductance. If \(\sum_nT_n=1\), then also \(T_{\max}^2\le\sum_nT_n^2=1-F\). The Cauchy–Schwarz inequality \((\sum_nT_n)^2\le N\sum_nT_n^2\) gives, again for \(\sum_nT_n=1\), \(N\ge1/(1-F)\) for \(N\) channels. Thus \(F=0.18\) demands at least two channels, the largest between 0.82 and 0.906. The lower end tightens further: the other channels add up to \(1-T_{\max}\), so their squares add at most \((1-T_{\max})^2\), and \(T_{\max}^2+(1-T_{\max})^2\ge0.82\) with \(T_{\max}\ge0.82\) gives \(T_{\max}\ge0.9\).

If \(F=0\), every non-negative term \(T_n(1-T_n)\) vanishes, so each \(T_n\) is 0 or 1, and \(G=G_0\) leaves one open channel. This uses spin degeneracy. Without it, the same data mean two open spin channels, which may belong to different orbitals.

To separate the two sets with \(F=1/2\), go to the third cumulant. At zero temperature an attempt transfers 1 with probability \(T\) and 0 otherwise, so

\[
T(1-T)^3-(1-T)T^3=T(1-T)(1-2T).
\]

Summed over channels and divided by \(\sum_nT_n=1\), this is zero for \(\{1/2,1/2\}\). For the other set it is \(-2/27+2\times5/54=1/9\). These are zero-temperature values. At 4.2 K and 8 mV, thermal agitation raises both by more than 0.05, so a comparison with data must include it.

**Q:** Your independent attempts are a picture. Does a real many-electron state behave that way?

**A:** For non-interacting electrons it can be counted without the picture; interactions are not tested here. Take three mixed chains of 150 sites on each side, with the lowest 87 modes of each left chain and 63 of each right chain filled. Join them, evolve the whole state, and record how the cumulants of the number on the right grow between times 40 and 130, in units of \(\hbar/\gamma\).

The bias here is \(0.988\gamma\), so \(T\) varies with energy. Put \(\varepsilon=E/2\gamma\), so that \(\sin^2k=1-\varepsilon^2\) and \(\cos2k=2\varepsilon^2-1\). The earlier result becomes

\[
T=\frac{4w^2(1-\varepsilon^2)}{(1+w^2)^2-4w^2\varepsilon^2}
=\frac{T_0(1-\varepsilon^2)}{1-T_0\varepsilon^2}.
\]

Averaging the cumulants over energy predicts \(F=0.505\) for \(\{1/2,1/2\}\) and 0.503 for \(\{2/3,1/6,1/6\}\). The count gives 0.504 and 0.502. The third cumulants per electron are 0.003 and 0.111, against predictions of 0.005 and 0.113.

For the open channel the count gives \(F=-0.003\). This is not a negative variance: it is a small decrease of a positive variance between the two times. I attribute it to the finite leads, but have not tested that separately. The test allowed deviations of 0.015 in \(F\) and 0.03 in the third cumulant, and all five sets passed.

**Q:** In the laboratory, will I get \(F=0\) if my channel really is open?

**A:** Probably not, and the circuit decides how close you come. The values below are rough choices for such a filament, not measurements.

Slow conductance fluctuations add \(S=AI^2/f\), which is \(AI/(2ef)\) in units of \(2eI\). Dividing by the bracket, 0.9095, turns this into a false Fano factor, about a tenth larger. Their relative variance per decade of frequency is \(A\ln10\). At 200 kHz, a quiet filament with \(5\times10^{-5}\) rms per decade adds 0.01 in units of \(2eI\). A noisy one with \(10^{-3}\) adds 4.2 and buries the shot noise. To keep the addition below 0.05 in the same units, at this current and frequency, the rms must stay below about \(1.1\times10^{-4}\). At fixed conductance and \(A\), this noise grows as \(V^2\), while shot noise at large \(x\) grows as \(V\), which helps to separate them.

Heating matters too. Let half of the 4.96 nW flow to each side through \(R=100\ \Omega\) of lead, carried by electrons alone. The Wiedemann–Franz law, with \(\mathcal L=\pi^2k^2/3e^2\), makes the heat flow \(P/2\) obey \((P/2)R=\mathcal L(\theta_h^2-\theta_0^2)/2\). From \(\theta_0=4.2\) K this gives \(\theta_h=6.2\) K. Cooling by phonons would lower it. An open channel then shows a false \(F\) of about 0.05.

**Q:** Does that 200 Ω of lead also affect the conductance?

**A:** Yes. If the total is exactly \(G_0\), the contact obeys \(1/G_c=1/G_0-200\ \Omega\), so \(\sum_nT_n=1.016\). One spin-degenerate channel cannot supply that; a single open channel in this circuit would read slightly below \(G_0\).

The lead also weakens the contact's noise. A source \(\xi\) in the contact produces \(\delta I=\xi+G_c\,\delta V_c\) with \(\delta V_c=-(200\ \Omega)\,\delta I\). Hence \(\delta I=\xi/(1+G_c\times200\ \Omega)\), and the power falls by the factor 0.969. If you read voltage noise across 20 pF, roll-off at 200 kHz multiplies it by a further 0.905. Both factors must be corrected for.

**Q:** Could I skip the cryostat and test the switch as it is used?

**A:** Not at this bias. At 300 K and 8 mV, the noise of \(\{1/2,1/2\}\) exceeds that of \(\{1\}\) by only 0.4%; at 4.2 K it is six times as large. Raising the bias increases \(x\). The heating formula above gives \(\theta_h\approx305\) K at 100 mV, so \(x\approx1.9\), almost in proportion to the bias; heating holds \(x\) back noticeably only at a few hundred millivolts. Flicker noise grows too, and the atoms may move.

Even in the cold, the model leaves things out. The bias is 0.67 of a rough vibration energy of 12 meV, so softer vibrations could still be excited. In the chain with \(\gamma=1\) eV and \(T_0=1/2\), \(T\) changes by only \(2\times10^{-6}\) of its value at the window's edge, because the window sits at the band centre, where \(dT/dE=0\). With the Fermi level 1 eV from the centre, the formula for \(T(\varepsilon)\) gives a change of about \(10^{-3}\), still small, but interference from defects beside a real filament can make it vary much more. I have sized neither effect, nor electron interactions.

**Q:** So what may I write about my filament today?

**A:** That its transmissions add up to about one. If the corrected noise then gives \(F=0.05\), you may add that one channel transmits at least 0.95, within these assumptions. If it gives 0.5, the single open channel is excluded, and the choice among partially open sets remains unsettled. The numerical output lists the values for all five sets.

## Calculated quantities

```
G0 = 77.481 uS; 1/G0 = 12906.4 ohm
bias = 8.0 mV; temperature = 4.2 K
current = 619.8 nA; x = eV/2kT = 11.052
coth x - 1/x = 0.9095
thermal noise 4kTG0 = 1.797e-26 A^2/Hz
Poisson noise 2eI = 1.986e-25 A^2/Hz
set A: T = [1. 0. 0.], sum = 1.0000
  link strengths w = [1. 0. 0.]
  F = 0.0000; S = 1.797e-26 A^2/Hz
  least N = 1; Tmax from 1.0000 to 1.0000
set B: T = [0.9 0.1 0. ], sum = 1.0000
  link strengths w = [0.7208 0.1623 0.    ]
  F = 0.1800; S = 5.049e-26 A^2/Hz
  least N = 2; Tmax from 0.8200 to 0.9055
set C: T = [0.5 0.5 0. ], sum = 1.0000
  link strengths w = [0.4142 0.4142 0.    ]
  F = 0.5000; S = 1.083e-25 A^2/Hz
  least N = 2; Tmax from 0.5000 to 0.7071
set D: T = [0.6667 0.1667 0.1667], sum = 1.0000
  link strengths w = [0.5176 0.2134 0.2134]
  F = 0.5000; S = 1.083e-25 A^2/Hz
  least N = 2; Tmax from 0.5000 to 0.7071
set E: T = [0.3333 0.3333 0.3333], sum = 1.0000
  link strengths w = [0.3178 0.3178 0.3178]
  F = 0.6667; S = 1.384e-25 A^2/Hz
  least N = 3; Tmax from 0.3333 to 0.5774
lattice count: L = 150 sites, 3 chains per side
  bias = 0.9883 hopping; times 40 to 130 hbar/hopping
  A: electrons per spin 14.157 (formula 14.156)
    F -0.0028 (0.0000); third -0.0003 (0.0000)
  B: electrons per spin 14.104 (formula 14.104)
    F 0.1785 (0.1807); third -0.0025 (-0.0017)
  C: electrons per spin 14.010 (formula 14.010)
    F 0.5039 (0.5051); third 0.0034 (0.0052)
  D: electrons per spin 14.011 (formula 14.010)
    F 0.5016 (0.5029); third 0.1114 (0.1129)
  E: electrons per spin 13.963 (formula 13.962)
    F 0.6704 (0.6712); third 0.2283 (0.2298)
set A single-chain probabilities = [0.4377 0.0126 0.5497]
  wrong F from these = 0.5061
read frequency = 200 kHz; rms per decade: quiet 5e-05, noisy 1e-03
false F by flicker: quiet 0.0105, noisy 4.20
rms per decade giving false F of 0.05 = 1.09e-04
series resistance = 200 ohm; contact sum T = 1.0157
noise factor from series resistance = 0.9692
power = 4.959 nW; hot electrons = 6.16 K
false F by heating, set A = 0.0464
capacitance = 20 pF; roll-off factor = 0.9048
hopping = 1.0 eV; relative T change at eV/2, T=0.5: 2.0e-06
eV / rough vibration energy (12 meV) = 0.67
S(C)/S(A)-1: 5.026 at 4.2 K, 0.00398 at 300 K
```
